# Arctangent Current-Voltage Law of an End-Cooled Metallic Filament

## The form of the law

A metallic filament of length \(\ell\) and cross-section \(A\) joins two electrodes held at the ambient temperature \(T_0\). A voltage \(V\) drives a steady current \(I\) through it, and the Joule heat leaves through the two ends. The resistivity is \(\rho_0\) at \(T_0\) and proportional to the absolute temperature. Heat is carried by the electrons, with a conductivity fixed by the electrical one through the Lorenz number \(L\), whose unit is \(\mathrm{V^2/K^2}\).

In one dimension, \(A\) and \(\rho_0\) enter only as the resistance per length \(\rho_0/A\). With volt, ampere, kelvin and metre as base units, only \(\rho_0/A\) and \(\ell\) contain a length, so the two must combine into the cold resistance \(R_0=\rho_0\ell/A\), where "cold" means that the whole filament is at \(T_0\). The only voltage that can be made from \(L\), \(T_0\) and \(R_0\) is \(\sqrt L\,T_0\). Therefore

\[
I=\frac{\sqrt L\,T_0}{R_0}\,F\!\left(\frac{V}{\sqrt L\,T_0}\right),\qquad F(-v)=-F(v). \tag{1}
\]

The function is odd because reversing the voltage reverses the current and leaves the Joule heat unchanged. It remains to find \(F\). We take \(V>0\).

## Balance equations

Let the contacts lie at \(x=\mp\ell/2\), with potentials \(\phi=\pm V/2\), so that current flows towards positive \(x\). With \(j=I/A\), Ohm's law and the steady heat balance are

\[
j=-\frac1\rho\frac{d\phi}{dx},\qquad
\frac{d}{dx}\!\left(\kappa\frac{dT}{dx}\right)+\rho j^2=0. \tag{2}
\]

No heat leaves through the sides, and thermoelectric terms are omitted. The two material laws are

\[
\kappa=\frac{LT}{\rho},\qquad \rho=\rho_0\frac{T}{T_0}. \tag{3}
\]

The first is the Wiedemann-Franz law with constant \(L\), which requires nearly elastic electron scattering. The second describes scattering by thermally excited lattice vibrations, well above the temperatures at which they freeze out. Together they make \(\kappa=LT_0/\rho_0\) constant.

## Temperature as a function of potential

By Ohm's law, \(d/dx=-\rho j\,d/d\phi\). Using the Wiedemann-Franz law alone,

\[
\kappa\frac{dT}{dx}=-\frac{LT}{\rho}\,\rho j\frac{dT}{d\phi}
=-\frac{Lj}{2}\frac{d(T^2)}{d\phi}.
\]

A second derivative with respect to \(x\) supplies another factor \(-\rho j\), so (2) becomes

\[
\frac{L\rho j^2}{2}\frac{d^2(T^2)}{d\phi^2}+\rho j^2=0
\quad\Longrightarrow\quad
\frac{d^2(T^2)}{d\phi^2}=-\frac2L .
\]

Two integrations give \(T^2=-\phi^2/L+a\phi+b\). Equal temperatures at \(\phi=\pm V/2\) require \(a=0\), and their value \(T_0\) fixes \(b\):

\[
T^2=T_m^2-\frac{\phi^2}{L},\qquad
T_m^2=T_0^2+\frac{V^2}{4L}. \tag{4}
\]

The peak temperature \(T_m\) occurs where \(\phi=0\). It depends on the voltage but not on the length, the cross-section or the form of \(\rho(T)\), which has not yet been used. A more resistive filament produces less heat at given voltage, but under the Wiedemann-Franz law it also conducts heat away less well, in the same proportion.

## The arctangent

Now the second law in (3) enters. Ohm's law gives \(I\,(\rho_0/A)\,dx=-(T_0/T)\,d\phi\). Integrating from contact to contact,

\[
IR_0=\int_{-V/2}^{V/2}\frac{T_0}{T(\phi)}\,d\phi. \tag{5}
\]

Put \(\phi=\sqrt L\,T_m\sin\alpha\). Then (4) gives \(T=T_m\cos\alpha\), while \(d\phi=\sqrt L\,T_m\cos\alpha\,d\alpha\). The integrand becomes the constant \(\sqrt L\,T_0\), and

\[
IR_0=2\sqrt L\,T_0\,\alpha_0,\qquad
\sin\alpha_0=\frac{V}{2\sqrt L\,T_m},\quad
\cos\alpha_0=\frac{T_0}{T_m}.
\]

The quotient of the last two relations is \(\tan\alpha_0=V/(2\sqrt L\,T_0)\). Hence

\[
\boxed{\,I=\frac{2\sqrt L\,T_0}{R_0}\arctan\frac{V}{2\sqrt L\,T_0}\,} \tag{6}
\]

which has the form (1) with \(F(v)=2\arctan(v/2)\). Since the arctangent stays below \(\pi/2\), the current stays below

\[
I_s=\frac{\pi\sqrt L\,T_0}{R_0}. \tag{7}
\]

For a degenerate electron gas with elastic scattering, \(L=(\pi^2/3)(k_B/e)^2\), so \(I_sR_0=\pi^2k_BT_0/(\sqrt3\,e)\). Because \(R_0\) is itself proportional to \(T_0\), the limiting current of a given filament does not depend on the ambient temperature.

## Limits

For small voltage, \(\arctan z\approx z-z^3/3\) with \(z=V/(2\sqrt L\,T_0)\) gives

\[
I\approx\frac{V}{R_0}\left(1-\frac{V^2}{12LT_0^2}\right). \tag{8}
\]

The leading term is Ohm's law, and the correction is the extra resistance due to heating. For large voltage, \(\arctan z=\pi/2-\arctan(1/z)\approx\pi/2-1/z\), so

\[
I_s-I\approx\frac{4LT_0^2}{R_0V}. \tag{9}
\]

In this regime the temperature scale, and with it the resistance, grows in proportion to \(V\), which is why the current levels off. Differentiating (6) gives

\[
\frac{dI}{dV}=\frac{1}{R_0}\,\frac{1}{1+V^2/(4LT_0^2)}>0. \tag{10}
\]

The current has one value for each voltage and rises throughout. The law therefore contains no negative differential resistance, no hysteresis and no memory. Switching requires a change of the material, treated below.

## What happens above the limiting current

With constant \(\kappa\), the heat equation in position is linear in \(T\). If \(c\) is a constant heat capacity per volume,

\[
c\,\frac{\partial T}{\partial t}=\kappa\left(\frac{\partial^2T}{\partial x^2}+k^2T\right),\qquad
k=\frac{\rho_0 j}{\sqrt L\,T_0}=\frac{IR_0}{\sqrt L\,T_0\,\ell}. \tag{11}
\]

Here \(k^2=\rho_0j^2/(T_0\kappa)\) has been rewritten with \(\kappa=LT_0/\rho_0\). The symmetric steady solution is \(T=T_m\cos kx\), and the end condition gives

\[
T_m=\frac{T_0}{\cos(k\ell/2)}=\frac{T_0}{\cos\!\left[IR_0/(2\sqrt L\,T_0)\right]}. \tag{12}
\]

This agrees with \(\cos\alpha_0=T_0/T_m\) and diverges at \(k\ell=\pi\), that is, at \(I=I_s\).

To see what a current source does beyond this point, multiply (11) by \(\cos(\pi x/\ell)\) and integrate over the filament. Let \(M=\int T\cos(\pi x/\ell)\,dx\). Two integrations by parts move the second derivative onto the cosine. The cosine vanishes at the ends, but its slope there is \(\mp\pi/\ell\) at \(x=\pm\ell/2\), which leaves the boundary term \(2\pi T_0/\ell\):

\[
c\,\frac{dM}{dt}=\kappa\left[\left(k^2-\frac{\pi^2}{\ell^2}\right)M+\frac{2\pi T_0}{\ell}\right]. \tag{13}
\]

A positive temperature makes \(M\) positive. For \(I\ge I_s\) the right side is then positive, so no steady state exists. Since \(k\ell/\pi=I/I_s\), the rate in (13) is

\[
\gamma=\frac{1}{\tau}\left(\frac{I^2}{I_s^2}-1\right),\qquad
\tau=\frac{c\,\ell^2}{\pi^2\kappa}. \tag{14}
\]

Above \(I_s\) the filament heats exponentially. Below \(I_s\) it settles: a disturbance that vanishes at the ends is a sum of modes with \(n\) half-waves, whose rates are \((I^2/I_s^2-n^2)/\tau\), all negative.

A voltage source behaves differently, because a hotter filament draws less current. At fixed \(V\), \(j\) is inversely proportional to \(\int T\,dx\). A small disturbance \(\eta\) of the steady profile therefore obeys

\[
c\,\frac{\partial\eta}{\partial t}=\kappa\left(\frac{\partial^2\eta}{\partial x^2}+k^2\eta-2k^2T\,\frac{\int\eta\,dx}{\int T\,dx}\right). \tag{15}
\]

The last term expresses the fall of the current. With the filament divided into 80 intervals, the eigenvalues of the right side were computed for \(V/(\sqrt L\,T_0)=1\), 5 and 50. All had negative real parts, so the steady state is stable at these three voltages.

## Conductors of any shape

Real filaments are not uniform. Let the local cold conductivity \(\sigma_0(\mathbf r)\) vary in space, with \(\sigma=\sigma_0T_0/T\) and \(\kappa=L\sigma T\). The two contacts are equipotential and at \(T_0\), and the remaining surface passes neither heat nor charge. The balances are

\[
\nabla\!\cdot(\sigma\nabla\phi)=0,\qquad
\nabla\!\cdot(L\sigma T\nabla T)+\sigma|\nabla\phi|^2=0.
\]

By charge conservation, \(\sigma|\nabla\phi|^2=\nabla\!\cdot(\sigma\phi\nabla\phi)\). The heat balance thus becomes

\[
\nabla\!\cdot(\sigma\nabla Q)=0,\qquad Q=\tfrac12\left(LT^2+\phi^2\right). \tag{16}
\]

\(Q\) has the same value \(Q_c\) on both contacts. Multiplying (16) by \(Q-Q_c\) and integrating by parts leaves \(\int\sigma|\nabla Q|^2\,dV=0\), since every surface term vanishes. So \(Q\) is uniform, and (4) holds in any shape.

Now define \(\psi=\int_0^\phi (T_0/T)\,d\phi'\). Then \(\sigma\nabla\phi=\sigma_0\nabla\psi\), and \(\nabla\!\cdot(\sigma_0\nabla\psi)=0\) is the conduction problem of the cold body. Its voltage between the contacts is the integral in (5), so its current is that integral divided by \(R_0\). Equation (6) follows, with \(R_0\) the cold resistance of the whole body.

## Threshold for switching

Suppose the filament begins to dissolve when its hottest point reaches \(T_c\). Setting \(T_m=T_c\) in (4) and (12) gives

\[
V_c=2\sqrt L\,\sqrt{T_c^2-T_0^2},\qquad
I_c=\frac{2\sqrt L\,T_0}{R_0}\arccos\frac{T_0}{T_c}. \tag{17}
\]

Within the model, the threshold voltage is independent of size and shape, and the threshold current is inversely proportional to the cold resistance.

How dissolution proceeds once it has begun depends on the source. Narrowing raises \(R_0\). At fixed voltage the peak temperature (4) does not change, so narrowing does not cool the hot spot as long as a continuous metallic path remains and the assumptions hold. At fixed current, (12) shows that the peak temperature rises with \(R_0\), so the process accelerates.

## Residual resistivity

Disorder adds a resistivity that does not vary with temperature. Let its share of \(\rho_0\) be \(f<1\), so that \(\rho=\rho_0[f+(1-f)T/T_0]\). Equation (4) is unaffected. The substitution used for (5) now gives

\[
IR_0=\int_{-\alpha_0}^{\alpha_0}\frac{\sqrt L\,T_0\,d\alpha}{(1-f)+fT_0/(T_m\cos\alpha)}
\;\longrightarrow\;\frac{\pi\sqrt L\,T_0}{1-f}\quad(V\to\infty). \tag{18}
\]

The integrand is bounded by \(\sqrt L\,T_0/(1-f)\) and tends to that value at each \(|\alpha|<\pi/2\), while \(\alpha_0\to\pi/2\). The limiting current is thus \(I_s/(1-f)\). For \(f=1\) the filament obeys Ohm's law and there is no limit.

## A filament in a memory cell

Take \(\ell=40\) nm, a diameter of 20 nm, \(\rho_0=10\ \mu\Omega\,\mathrm{cm}\), \(T_0=300\) K and an assumed \(T_c=800\) K. Then

\[
R_0=\frac{(10^{-7}\ \Omega\,\mathrm m)(40\times10^{-9}\ \mathrm m)}{\pi(10\times10^{-9}\ \mathrm m)^2}=12.73\ \Omega .
\]

With \(\sqrt L=156.3\ \mu\mathrm{V/K}\), the voltage scale is \(2\sqrt L\,T_0=93.8\) mV and the limiting current is \(I_s=147.3\ \mathrm{mV}/12.73\ \Omega=11.57\) mA. At threshold,

\[
V_c=2(156.3\ \mu\mathrm{V/K})\sqrt{800^2-300^2}\ \mathrm K=0.232\ \mathrm V,
\]
\[
I_c=\frac{93.8\ \mathrm{mV}}{12.73\ \Omega}\arccos\frac{300}{800}=8.74\ \mathrm{mA}.
\]

A direct numerical solution of the heat equation at this voltage also gives 8.74 mA. The power is 2.03 mW, and the resistance \(V_c/I_c=26.5\ \Omega\) is about twice the cold value.

The threshold lies at 76% of \(I_s\). Reaching 90% would take 0.59 V and a peak of 1918 K, far above \(T_c\). In this example the filament changes before the plateau is approached, and \(I_s\) serves as a scale rather than an attainable current.

For an assumed heat capacity of \(4\ \mathrm{J/(cm^3\,K)}\), (14) gives \(\tau=8.8\) ps, and an e-folding time of 42 ps at \(1.1I_s\). At a fixed current below \(I_s\), and not very close to it, the slowest disturbance decays in the time \(\tau/(1-I^2/I_s^2)\), which is 21 ps at the threshold current. These times assume that electrons and lattice share one temperature. Nearly all the heat capacity belongs to the lattice, and for an assumed electron-lattice coupling of \(3\times10^{17}\ \mathrm{W/(m^3\,K)}\) the 42 ps and 21 ps become about 170 ps and 63 ps if the lattice itself conducts no heat. With the lattice conductivity of \(5\ \mathrm{W/(m\,K)}\) assumed in the next section, the 63 ps shortens to about 40 ps and the growth at \(1.1I_s\) nearly stops. At the threshold current, a nanosecond is still long compared with the settling time. The slower heating of its surroundings is not included.

## Size of the neglected effects

The material inputs here are rough assumed values. The first three effects are compared at 0.232 V across the filament, with its ends at 300 K.

- **Residual resistivity.** At fixed total \(\rho_0\), a share \(f=0.3\) raises the current by 17%, to 10.2 mA, because less of the resistivity grows with temperature. If the disorder is instead added to a clean filament, \(R_0\) rises by the factor \(1/(1-f)\) and the current falls by 18%, to 7.17 mA. The peak stays at 800 K in both cases, as (4) requires.
- **Side loss.** Outside a filament of radius \(a\), a temperature excess \(\cos(qx)\) with \(q=\pi/\ell\) decays as the modified Bessel function \(K_0(qr)\), which solves the steady heat equation in the oxide. The heat lost per length and per kelvin is \(g=2\pi\kappa_{ox}qa\,K_1(qa)/K_0(qa)\). For \(\kappa_{ox}=2\ \mathrm{W/(m\,K)}\), \(g\) is 11% of the end-cooling coefficient \(\kappa Aq^2\). Used as a uniform loss coefficient, which is an approximation, it lowers the peak to 765 K and raises the current by 4%.
- **Lattice heat conduction.** An extra \(5\ \mathrm{W/(m\,K)}\), beside the electronic \(73\ \mathrm{W/(m\,K)}\), lowers the peak to 778 K and raises the current by 2%.

All three together give 10.7 mA, 22% above the simple law, and a peak of 752 K. A voltage above 0.232 V is then needed to reach 800 K.

**Electrode spreading resistance** acts in the opposite direction. On a half-space, the current density \(I/(2\pi a\sqrt{a^2-r^2})\) through a disc produces at its centre the potential

\[
\frac{\rho_e}{2\pi}\int_0^a\frac{I}{2\pi a\sqrt{a^2-r^2}}\,\frac{2\pi r\,dr}{r}=\frac{\rho_eI}{4a}.
\]

Numerical integration at \(r/a=0.2\), 0.5 and 0.8 gives the same potential, so the disc is taken as an equipotential of resistance \(\rho_e/(4a)\). With \(\rho_e=10\ \mu\Omega\,\mathrm{cm}\), two electrodes add \(5.0\ \Omega\). If they obey (3), the result for any shape applies to the whole. At the same total voltage the current falls by 28%, to 6.27 mA, and the peak remains 800 K. The filament ends are no longer cold: the angle \(\alpha\) is proportional to the cold resistance counted from the middle, which puts them at 527 K. These values are slightly off because the end of a filament is not exactly an equipotential. Matching the fields in filament and electrodes gives \(5.2\ \Omega\), 6.19 mA and about 533 K.

**Microscopic limits** also matter. The estimated mean free path is 5 nm at 300 K, a quarter of the diameter, so surface scattering may add to \(f\). A mean free path \(\lambda\) of this size also implies a ballistic contact resistance of about \(4\rho_0\lambda/(3A)=2.1\ \Omega\), or 17% of \(R_0\), which is not included. Heat that leaves through the lattice must first pass from electrons to lattice. Dividing that power density at mid-filament by a coupling of \(3\times10^{17}\ \mathrm{W/(m^3\,K)}\) gives a temperature difference of roughly 130 K. This is an overestimate, because a cooler lattice also loses less heat: solving for separate electron and lattice temperatures with the same inputs gives about 90 K. The resistivity follows the cooler lattice, which peaks near 670 K, and this raises the current by about 10% over the single-temperature result with the same losses. A single temperature is therefore a crude description here. The effect of thermoelectric terms on the current and the peak temperature is measured by \(S^2/L\), the ratio of \(\sigma S^2T\) to \(\kappa\). It is 0.016 for a Seebeck coefficient \(S=20\ \mu\mathrm{V/K}\). The position of the hot spot can shift in first order in \(S/\sqrt L\), which is 0.13, but with a small prefactor: if \(S\) is proportional to \(T\) and has this value at 300 K, the shift at 0.232 V is about 3% of the length, while the current rises by only about 0.3% and the peak temperature falls by about 0.2%.

## Comparison with real cells

The parameters lie in the rough regime of a unipolar nickel-oxide cell with a thick, low-resistance filament, where erasing takes milliamperes and some tenths of a volt to about a volt. Nickel itself, however, does not follow the second law in (3): being ferromagnetic below about 630 K, it becomes roughly five times as resistive between 300 and 800 K, not 2.7 times. For the same \(R_0\) this lowers the current at 0.232 V by roughly 40%, while (4) and the threshold voltage do not depend on the form of \(\rho(T)\). They do require a constant Lorenz number: handbook values for nickel give \(\kappa\rho/T\) between about \(0.9L\) at 300 K and \(1.2L\) at 800 K, which raises the threshold voltage by roughly 6%, to about 0.245 V. Low-current cells work far below 1 mA, often through filaments that are not good metals, and the law should not be carried over to them. The example's current density, \(2.8\times10^9\ \mathrm{A/cm^2}\), is far above the roughly \(10^6\) to \(10^7\ \mathrm{A/cm^2}\) usual as limits for metal interconnects. Drift of atoms driven by the current may therefore contribute to rupture, and the model omits it. Of the effects sized in the previous section, electrode resistance (−28%) and residual resistivity (+17% at fixed \(\rho_0\)) move the current most. A size-independent threshold voltage can serve as a design rule for filaments of one material if nearly all the heat leaves through the ends, the voltage is counted between points that stay at \(T_0\), rupture is set by a fixed peak temperature, and electrons and lattice share one temperature. Lattice conduction through the ends then changes the value in (17) but does not make it depend on length. In short filaments the last condition fails: with the lattice conductivity and electron-lattice coupling assumed above and no side loss, the voltage that brings the lattice to 800 K is about 0.24 V for a length of 160 nm, 0.26 V for 40 nm and 0.30 V for 20 nm. The numerical output lists further values for the single-temperature model.

## Table of computed values

```
Lorenz number: 2.4430e-08 V^2/K^2
root Lorenz number: 156.30 uV/K
ambient T0: 300 K; critical Tc: 800 K
length: 40 nm; diameter: 20 nm
cold resistivity: 10 uohm cm
heat conductivity: 73.29 W/(m K)
cold resistance R0: 12.732 ohm
voltage scale 2 sqrt(L) T0: 93.78 mV
limit I_s*R0: 147.31 mV
limiting current I_s: 11.570 mA
threshold voltage: 0.2318 V
threshold current: 8.738 mA
threshold current / I_s: 0.7553
heat-equation current there: 8.738 mA
threshold power: 2.026 mW
threshold resistance V/I: 26.53 ohm
threshold current density: 2.78e+09 A/cm2
V=0.05 V: I=3.608 mA, V/R0=3.927 mA, peak=340 K
V=0.10 V: I=6.021 mA, V/R0=7.854 mA, peak=439 K
V=0.20 V: I=8.340 mA, V/R0=15.708 mA, peak=707 K
V=0.40 V: I=9.874 mA, V/R0=31.416 mA, peak=1314 K
90% of I_s: V=0.592 V, peak=1918 K
assumed heat capacity: 4.0 J/(cm3 K)
thermal time: 8.85 ps
runaway e-fold time at 1.1 I_s: 42.13 ps
assumed residual share: 0.30
assumed lattice conductivity: 5.0 W/(m K)
assumed oxide conductivity: 2.0 W/(m K)
side loss / end cooling: 0.107
at the threshold voltage, with neglected effects:
residual resistivity: I=10.248 mA, peak=800 K
side loss: I=9.052 mA, peak=765 K
lattice conduction: I=8.943 mA, peak=778 K
all three: I=10.691 mA, peak=752 K
I_s with residual share: 16.528 mA
assumed electrode resistivity: 10 uohm cm
spreading resistance, both ends: 5.00 ohm
I with spreading, same total V: 6.274 mA
I_s with spreading: 8.307 mA
filament end temperature then: 527 K
assumed rho*mean free path: 5.0e-16 ohm m2
mean free path at T0: 5.0 nm
assumed electron-lattice coupling: 3.0e+17 W/(m3 K)
electron-lattice gap estimate: 127 K
assumed Seebeck coefficient: 20 uV/K
thermoelectric measure S^2/L: 0.0164
```
